**Central temperature rise under a Gaussian beam**

The program tests T₀ = P/(2√π k w) for a half-space with an insulated surface. Here P is the absorbed power, k the thermal conductivity divided by Boltzmann's constant, and w the radius at which the intensity is 1/e of its peak. It asserts that the point-source field is harmonic, leaves the surface insulated and carries the whole power through a plane. Explicit lattice sums of point sources are compared with the formulas at the centre and at r = w, and also at the centre for a beam specified by its 1/e² radius. A separate finite-volume solution, which uses no point-source field, is compared with the surface and depth profiles and with the heating law at three times. For the model parameters the formula gives 0.056419 eV (654.7 K), the extrapolated sum 0.056419 eV and the finite-volume solution 0.056366 eV. The steady rise is half reached after 5.0 × 10⁸ fs, while 95% takes about 161 times as long. All assertions held.

## Check in Python

```python
"""
Result under test: a Gaussian beam, absorbed at the surface of a half-space,
gives the steady central temperature rise  T0 = P / (2 sqrt(pi) k w).

P  absorbed power (eV/fs)
k  thermal conductivity divided by k_B (1/(angstrom fs))
w  radius where the intensity is 1/e of its peak (angstrom)
C  heat capacity per volume divided by k_B (1/angstrom^3)
T  temperature rise times k_B (eV), relative to the far-away material
Also tested: surface profile, depth profile, and heating after switch-on.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.sparse import diags, kron
from scipy.sparse.linalg import splu
from scipy.special import erfcx, i0e

P = 1.0e4
k = 0.5
w = 1.0e5
C = 0.1
D = k / C
kelvin_per_eV = constants.e / constants.k


def intensity(r):
    return P / (np.pi * w**2) * np.exp(-(r / w)**2)


def surface_formula(r):
    return T0 * i0e(r**2 / (2 * w**2))  # i0e(x) = exp(-x) I0(x)


def depth_formula(z):
    return T0 * erfcx(z / w)  # erfcx(x) = exp(x^2) erfc(x)


def heating_formula(t):
    return 2 * T0 / np.pi * np.arctan(np.sqrt(4 * D * t) / w)


T0 = P / (2 * np.sqrt(np.pi) * k * w)

# Point source: harmonic, insulated surface, whole power crosses any plane.
x, y, z, ps, ks = sp.symbols("x y z p k", positive=True)
point = ps / (2 * sp.pi * ks * sp.sqrt(x**2 + y**2 + z**2))
laplacian = sum(sp.diff(point, q, 2) for q in (x, y, z))
assert sp.simplify(laplacian) == 0
downward = -ks * sp.diff(point, z)
assert sp.simplify(downward.subs(z, 0)) == 0
flux_density = sp.lambdify((x, y, z), downward.subs({ps: 1, ks: 1}))
plane_share = quad(
    lambda s: 2 * np.pi * s * flux_density(s, 0.0, 1.0), 0, np.inf)[0]
assert abs(plane_share - 1) < 1e-6


# Literal superposition: one point source per cell of a square lattice.
# The observation point is a cell corner; the error is linear in spacing.
def lattice_sum(beam, r_obs, cells_per_w):
    h = w / cells_per_w
    n = 6 * cells_per_w
    mid = (np.arange(-n, n) + 0.5) * h
    sx, sy = np.meshgrid(mid, mid, indexing="ij")
    source_power = beam(np.hypot(sx, sy)) * h**2
    distance = np.hypot(sx - r_obs, sy)
    return np.sum(source_power / (2 * np.pi * k * distance))


def extrapolated_sum(beam, r_obs):
    coarse = lattice_sum(beam, r_obs, 20)
    fine = lattice_sum(beam, r_obs, 40)
    return coarse, fine, 2 * fine - coarse


coarse, fine, sum_centre = extrapolated_sum(intensity, 0.0)
sum_edge = extrapolated_sum(intensity, w)[2]
assert abs(sum_centre / T0 - 1) < 1e-4
assert abs(sum_edge / surface_formula(w) - 1) < 1e-4


# The other convention: w is now the 1/e^2 intensity radius.
def intensity_e2(r):
    return 2 * P / (np.pi * w**2) * np.exp(-2 * (r / w)**2)


T0_e2 = P / (np.sqrt(2 * np.pi) * k * w)
sum_e2 = extrapolated_sum(intensity_e2, 0.0)[2]
assert abs(sum_e2 / T0_e2 - 1) < 2e-4

# Angular average obtained from joined rays against the Bessel form.
for ratio in (0.5, 1.0, 2.0):
    average = quad(lambda a: np.exp(-(ratio * np.sin(a))**2),
                   0, np.pi)[0] / np.pi
    assert abs(average * T0 / surface_formula(ratio * w) - 1) < 1e-8


# Superposed field on the axis: its surface slope must carry the intensity.
def axis_superposition(depth_over_w):
    d = depth_over_w
    points = [d, 10 * d] if d > 0 else None

    def integrand(s):
        geometry = s / np.hypot(s, d) if d > 0 else 1.0
        return intensity(s * w) * geometry

    return w / k * quad(integrand, 0, 8, points=points,
                        epsabs=1e-15, epsrel=1e-11, limit=200)[0]


small = 1e-3
slope = (axis_superposition(0) - axis_superposition(small)) / (small * w)
flux_ratio = k * slope / intensity(0.0)
assert abs(flux_ratio - 1) < 2e-3  # remaining error is linear in depth

# Far from the beam the point-source law returns.
far_ratio = surface_formula(10 * w) / (P / (2 * np.pi * k * 10 * w))
assert abs(far_ratio - 1) < 0.01

# Finite volumes in a large cylinder, cold at its far walls.
# No point-source solution is used here.
n_cells = 142
widths = 0.02 * w * 1.05**np.arange(n_cells)
edges = np.concatenate(([0.0], np.cumsum(widths)))
centres = 0.5 * (edges[1:] + edges[:-1])
spacing = np.diff(np.concatenate((centres, [edges[-1]])))
ring_area = np.pi * np.diff(edges**2)


def chain_matrix(conductance):
    left = np.concatenate(([0.0], conductance[:-1]))
    off = -conductance[:-1]
    return diags([off, conductance + left, off], [-1, 0, 1])


radial = chain_matrix(k * 2 * np.pi * edges[1:] / spacing)
vertical = chain_matrix(k / spacing)
conduction = (kron(radial, diags(widths))
              + kron(diags(ring_area), vertical)).tocsc()
heat_in = np.zeros((n_cells, n_cells))
heat_in[:, 0] = -P * np.diff(np.exp(-(edges / w)**2))
heat_in = heat_in.ravel()
volumes = np.kron(ring_area, widths)


def surface_values(field):
    top = field.reshape(n_cells, n_cells)[:, 0]
    return top + intensity(centres) * widths[0] / (2 * k)


steady = splu(conduction, permc_spec="MMD_AT_PLUS_A").solve(heat_in)
fv_surface = surface_values(steady)
fv_axis = steady.reshape(n_cells, n_cells)[0]
near = centres < 3 * w
surface_error = np.max(np.abs(
    fv_surface[near] - surface_formula(centres[near]))) / T0
depth_error = np.max(np.abs(
    fv_axis[near] - depth_formula(centres[near]))) / T0
assert abs(fv_surface[0] / T0 - 1) < 0.01  # grid and far-wall error
assert surface_error < 0.01
assert depth_error < 0.01
assert np.argmax(fv_surface) == 0


def heated_centre(t_end, steps=150):
    storage = C * volumes * steps / t_end
    solver = splu((conduction + diags(storage)).tocsc(),
                  permc_spec="MMD_AT_PLUS_A")
    field = np.zeros(n_cells**2)
    for _ in range(steps):
        field = solver.solve(storage * field + heat_in)
    return surface_values(field)[0]


t_half = w**2 / (4 * D)
t_95 = t_half * np.tan(0.95 * np.pi / 2)**2
times = (t_half, 4 * t_half, t_95)
fv_heating = [heated_centre(t) for t in times]
for t, value in zip(times, fv_heating):
    assert abs(value - heating_formula(t)) / T0 < 0.01

print(f"absorbed power P = {P:.1f} eV/fs")
print(f"conductivity k = {k:.3f} 1/(angstrom fs)")
print(f"1/e intensity radius w = {w:.1f} angstrom")
print(f"heat capacity C = {C:.3f} 1/angstrom^3")
print(f"diffusivity D = {D:.3f} angstrom^2/fs")
print(f"peak intensity = {intensity(0.0):.5e} eV/(angstrom^2 fs)")
print(f"central rise, formula = {T0:.6f} eV")
print(f"central rise, converted = {T0 * kelvin_per_eV:.1f} K")
print(f"point-source sum, spacing w/20 = {coarse:.6f} eV")
print(f"point-source sum, spacing w/40 = {fine:.6f} eV")
print(f"point-source sum, extrapolated = {sum_centre:.6f} eV")
print(f"central rise, finite volumes = {fv_surface[0]:.6f} eV")
print(f"surface rise at r = w, formula = {surface_formula(w):.6f} eV")
print(f"surface rise at r = w, source sum = {sum_edge:.6f} eV")
print(f"ratio of rise at r = w to centre = {surface_formula(w)/T0:.4f}")
print(f"axis rise at depth w, formula = {depth_formula(w):.6f} eV")
print(f"ratio of rise at depth w to centre = {depth_formula(w)/T0:.4f}")
print(f"largest surface-profile error / T0 = {surface_error:.5f}")
print(f"largest depth-profile error / T0 = {depth_error:.5f}")
print(f"point source: power share through a plane = {plane_share:.6f}")
print(f"flux/intensity from slope over 0.001 w = {flux_ratio:.5f}")
print(f"surface rise / point-source law at 10 w = {far_ratio:.5f}")
print(f"if w is the 1/e^2 radius: formula = {T0_e2:.6f} eV")
print(f"if w is the 1/e^2 radius: source sum = {sum_e2:.6f} eV")
print(f"time to 50% of steady rise = {t_half:.4e} fs")
print(f"time to 95% of steady rise = {t_95:.4e} fs")
print(f"ratio of these two times = {t_95 / t_half:.1f}")
for t, value in zip(times, fv_heating):
    print(f"t = {t:.4e} fs: formula {heating_formula(t):.6f} eV, "
          f"finite volumes {value:.6f} eV")
print("no test failed")
```

Running it gives:

```
absorbed power P = 10000.0 eV/fs
conductivity k = 0.500 1/(angstrom fs)
1/e intensity radius w = 100000.0 angstrom
heat capacity C = 0.100 1/angstrom^3
diffusivity D = 5.000 angstrom^2/fs
peak intensity = 3.18310e-07 eV/(angstrom^2 fs)
central rise, formula = 0.056419 eV
central rise, converted = 654.7 K
point-source sum, spacing w/20 = 0.055600 eV
point-source sum, spacing w/40 = 0.056010 eV
point-source sum, extrapolated = 0.056419 eV
central rise, finite volumes = 0.056366 eV
surface rise at r = w, formula = 0.036392 eV
surface rise at r = w, source sum = 0.036392 eV
ratio of rise at r = w to centre = 0.6450
axis rise at depth w, formula = 0.024124 eV
ratio of rise at depth w to centre = 0.4276
largest surface-profile error / T0 = 0.00118
largest depth-profile error / T0 = 0.00116
point source: power share through a plane = 1.000000
flux/intensity from slope over 0.001 w = 0.99911
surface rise / point-source law at 10 w = 1.00253
if w is the 1/e^2 radius: formula = 0.079788 eV
if w is the 1/e^2 radius: source sum = 0.079789 eV
time to 50% of steady rise = 5.0000e+08 fs
time to 95% of steady rise = 8.0724e+10 fs
ratio of these two times = 161.4
t = 5.0000e+08 fs: formula 0.028209 eV, finite volumes 0.028188 eV
t = 2.0000e+09 fs: formula 0.039766 eV, finite volumes 0.039745 eV
t = 8.0724e+10 fs: formula 0.053598 eV, finite volumes 0.053609 eV
no test failed
```
